# Neutral Wavenumber of a Conducting Surface in a Normal Electric Field

**Q.** A flat metal surface in a normal electric field is pulled outward everywhere with the same strength. Why should a ripple care about the field at all?

**A.** Because a rippled surface is not pulled with the same strength everywhere. To see by how much, let the conductor fill $z<h(x)$, with vacuum above it and

$$h(x)=a\cos kx,\qquad k>0,\quad ka\ll1 .$$

The conductor is perfect and held at potential $\phi=0$. Far above the ripple the field is uniform, $\mathbf E=E\hat{\mathbf z}$, and the counter-electrode is much farther away than $1/k$. I keep $\varepsilon_0$ in the equations. In atomic units $\varepsilon_0=1/(4\pi)$, and the same equations hold in SI units.

For a flat surface $\phi=-Ez$. The ripple adds a correction $\phi_1=f(z)\cos kx$, and Laplace's equation requires

$$f''-k^2f=0,\qquad f=Ce^{-kz}+C'e^{kz}.$$

The growing term would spoil the uniform far field, so $C'=0$. On the surface the total potential vanishes:

$$0=\phi(x,h)=-Eh+Ce^{-kh}\cos kx .$$

To first order in $a$ the exponential is 1, because $C$ is itself of first order. Hence $C\cos kx=Eh$, or $C=Ea$, and

$$\phi=-Ez+Ea\,e^{-kz}\cos kx+O(a^2).$$

The vertical field is $-\partial_z\phi=E+Eka\,e^{-kz}\cos kx$. The horizontal field, $Eka\,e^{-kz}\sin kx$, is of first order, so it changes the magnitude of the field only at second order. The normal field at the surface is therefore

$$E_n=E(1+kh)+O(a^2).$$

Crests have a stronger field and troughs a weaker one.

**Q.** You extended a solution that decays upward down into the troughs. Can that be trusted?

**A.** At first order the boundary condition is transferred to $z=0$, so no solution inside a trough is needed. There is also a numerical comparison that does not assume decaying modes: it solves for the surface charge that makes the corrugated conductor an equipotential. For $a=1$ nm and $k=0.0597$ nm$^{-1}$ it gives a crest field of $1.05969\,E$, while the linear formula gives $1.05974\,E$. The difference is about 0.1% of the field enhancement. The agreement is this close only because of where the fields are compared. The second-order potential derived below adds $-(ka)^2E$ and $+(ka)^2E$ to the vertical field at a crest or trough, and these cancel. Midway between them the vertical field is $E[1-(ka)^2]$ and the horizontal field has size $Eka$, so the magnitude is $E[1-(ka)^2/2]$ to second order. There the linear formula, which gives $E$, is too high by about 3% of the crest enhancement.

**Q.** Now the force. The field pulls on surface charge, but which field: the one outside, or the zero field inside?

**A.** The charge occupies a thin layer across which the field rises from 0 to $E_n$. Let $n$ be the outward distance through that layer. Gauss's law gives the charge density $\rho=\varepsilon_0\,dE/dn$, so the force per area is

$$\int\rho E\,dn=\varepsilon_0\int_0^{E_n}E\,dE=\frac{\varepsilon_0E_n^2}{2}.$$

It points outward for either sign of $E$, since reversing the field also reverses the charge. Inserting the surface field,

$$\frac{\varepsilon_0E_n^2}{2}=\frac{\varepsilon_0E^2}{2}(1+kh)^2
=\frac{\varepsilon_0E^2}{2}+\varepsilon_0E^2kh+O(a^2).$$

The square supplies a factor 2 that cancels the $1/2$ in the varying part.

**Q.** Surface energy resists the ripple. How do you put the two on the same footing?

**A.** Compare the energy needed to add a little volume at each place. Let $\gamma$ be the surface energy per area, taken as isotropic for now. Moving a surface element outward by $\delta n$ changes its area by the fraction $\kappa\,\delta n$, where $\kappa$ is the curvature, positive at a crest. The surface-energy cost per added volume is thus $\gamma\kappa$, with

$$\kappa=-\frac{h''}{(1+h'^2)^{3/2}}=-h''+O(a^3)=k^2h+O(a^3).$$

The electric force does work $\varepsilon_0E_n^2/2$ per added volume. At fixed voltage, the energy of the field and battery together falls by this work. The total cost is

$$w=\gamma\kappa-\frac{\varepsilon_0E_n^2}{2}
=-\frac{\varepsilon_0E^2}{2}+\left(\gamma k^2-\varepsilon_0E^2k\right)h .$$

The constant does not drive a ripple: if volume is conserved, $\int\delta h\,dx=0$, and a constant cost contributes nothing.

**Q.** Then where does the ripple neither grow nor decay?

**A.** Where the bracket vanishes:

$$\gamma k^2-\varepsilon_0E^2k=k(\gamma k-\varepsilon_0E^2)=0.$$

The root $k=0$ is a uniform shift, which volume conservation excludes. The other root is the neutral wavenumber,

$$\boxed{k_c=\frac{\varepsilon_0E^2}{\gamma}}
\qquad\text{or, in atomic units,}\qquad k_c=\frac{E^2}{4\pi\gamma}.$$

For $k<k_c$ it costs less energy to add material at a crest than in a trough, so the ripple can grow. For $k>k_c$ the order is reversed. The reason is the different powers of $k$: curvature grows as $k^2$, field concentration as $k$. Short ripples are therefore held flat by surface energy. At fixed $\gamma$, doubling $E$ shortens the neutral wavelength $2\pi/k_c$ by a factor of four.

**Q.** That is a local argument. Does the total energy agree, including the battery? A sign could easily be lost there.

**A.** It can be computed separately, but the potential is needed to second order. Write

$$\phi=-Ez+c_0+Ea\,e^{-kz}\cos kx+c_2e^{-2kz}\cos2kx,$$

where $c_0$ and $c_2$ are of order $a^2$. On $z=a\cos kx$, with $e^{-kz}\approx1-ka\cos kx$,

$$0=c_0-Eka^2\cos^2kx+c_2\cos2kx .$$

Since $\cos^2kx=\tfrac12+\tfrac12\cos2kx$, both constants equal $Eka^2/2$. Far above the surface the potential becomes

$$\phi=-E(z-z_{\rm eff}),\qquad z_{\rm eff}=\frac{ka^2}{2}.$$

Seen from afar, the rippled conductor is a flat one raised by $z_{\rm eff}$, although its mean height is unchanged.

Put the counter-electrode at a large height $D$ and hold the voltage $V=ED$ fixed. The capacitance per area is $C=\varepsilon_0/(D-z_{\rm eff})$. The field stores $CV^2/2$, while the battery has supplied $QV=CV^2$, so the energy of both is $-CV^2/2$. Its change is

$$\Delta F_{\rm el}=-\frac{\varepsilon_0V^2}{2}\left(\frac1{D-z_{\rm eff}}-\frac1D\right)
\approx-\frac{\varepsilon_0V^2}{2D^2}z_{\rm eff}
=-\frac{\varepsilon_0E^2ka^2}{4}.$$

The extra surface energy per projected area is

$$\Delta F_{\rm s}=\gamma\left\langle\sqrt{1+h'^2}-1\right\rangle
\approx\frac{\gamma}{2}\langle h'^2\rangle=\frac{\gamma k^2a^2}{4},$$

because $h'^2=k^2a^2\sin^2kx$ has mean $k^2a^2/2$. Together,

$$\Delta F=\frac{a^2}{4}\left(\gamma k^2-\varepsilon_0E^2k\right)
=\frac{\gamma a^2}{4}k(k-k_c).$$

The bracket is the same as before. The energy falls for $0<k<k_c$ and rises for $k>k_c$.

**Q.** You placed the other electrode far away. What if it is close?

**A.** Put it at height $d$ and fix its potential. The correction $\phi_1$ must now vanish at $z=d$, which replaces the decaying exponential by

$$\phi_1=Ea\,\frac{\sinh k(d-z)}{\sinh kd}\cos kx .$$

Its value at $z=0$ is still $Eh$, but $-\partial_z\phi_1$ there is $Ek\coth(kd)\,h$. The electric term becomes $\varepsilon_0E^2k\coth(kd)$, and the neutral wavenumber $k_n$ satisfies

$$\gamma k_n^2=\varepsilon_0E^2k_n\coth(k_nd)
\quad\Longrightarrow\quad k_n\tanh(k_nd)=k_c .$$

For $k_cd\gg1$ the hyperbolic tangent is close to 1 and $k_n\approx k_c$. For $k_cd\ll1$ it is close to $k_nd$, so $k_n\approx\sqrt{k_c/d}$, which is larger than $k_c$. At the same $E$, a close electrode therefore widens the unstable range: a crest also shortens the gap beneath the electrode.

**Q.** And gravity? At very long wavelengths surface energy is weak, so something else could take over.

**A.** It does. For an upward-facing surface of mass density $\rho$, raising material to height $h$ adds $\rho gh$ to the cost per volume. Neutrality then reads

$$\gamma k^2-\varepsilon_0E^2k+\rho g=0,\qquad
k_\pm=\frac{k_c}{2}\left(1\pm\sqrt{1-\frac{4\rho g}{\gamma k_c^2}}\right).$$

When $\rho g\ll\gamma k_c^2$, expanding the square root gives $k_+\approx k_c$ and $k_-\approx\rho g/(\gamma k_c)$. Neglecting gravity leaves the upper limit almost unchanged but loses the lower one, below which gravity stabilizes the surface. If $4\rho g>\gamma k_c^2$ there is no real root, no ripple is unstable, and the formula for $k_c$ no longer marks a stability limit.

**Q.** So far you have said which ripples can grow, not how fast. A solid does not flow like a liquid.

**A.** The neutral point came from energy and needs no transport law. A rate does. Take a solid whose atoms move along its surface. Let $\Omega$ be the atomic volume, $D_s$ the surface diffusivity, $\nu$ the number of mobile atoms per area and $T$ the temperature. The chemical potential is $\mu=\Omega w$, and atoms drift down its gradient:

$$J=-\frac{D_s\nu}{k_BT}\frac{\partial\mu}{\partial x},\qquad
\frac{\partial h}{\partial t}=-\Omega\frac{\partial J}{\partial x}
=\frac{D_s\nu\Omega^2}{k_BT}\frac{\partial^2w}{\partial x^2}.$$

The second equation is conservation of atoms. Two derivatives of $h$ give $-k^2h$, so

$$\frac{\partial^2w}{\partial x^2}=-k^2(\gamma k^2-\varepsilon_0E^2k)h
=\gamma k^3(k_c-k)h .$$

With one atom per surface site, $\nu=\Omega^{-2/3}$, and for $h\propto e^{st}$

$$s=Bk^3(k_c-k),\qquad B=\frac{D_s\gamma\Omega^{4/3}}{k_BT}.$$

The fastest growth follows from $ds/dk=B(3k^2k_c-4k^3)=0$, which gives $k=\tfrac34k_c$ and

$$s_{\max}=B\left(\frac34k_c\right)^3\frac{k_c}{4}=\frac{27}{256}Bk_c^4 .$$

Very long ripples are unstable but slow, because atoms must travel far under a weak gradient.

**Q.** Give me a case where these lengths are neither atomic nor absurdly large.

**A.** Consider the blunt apex of a clean magnesium tip in ultrahigh vacuum, held positive at $E=20$ MV/cm and $T=400$ K. Take $\gamma=3.7$ eV/nm$^2$, a rough typical value, and an apex radius of 1000 nm. One MV/cm is 0.1 V/nm, and $\varepsilon_0=0.05526\,e/(\mathrm{V\,nm})$, so

$$k_c=\frac{0.05526\times(20\times0.1)^2}{3.70}\ \mathrm{nm^{-1}}
=0.0597\ \mathrm{nm^{-1}}=0.00597\ \text{Å}^{-1}.$$

The neutral wavelength is $2\pi/k_c=105$ nm, or 1050 Å. That is many atoms long, yet about a tenth of the apex radius.

The energy can be evaluated on both sides for $a=0.2$ nm, using the numerically computed surface charge. At $k=0.5k_c$ the change is $-3.30\times10^{-5}$ eV/nm$^2$; at $1.5k_c$ it is $+9.90\times10^{-5}$ eV/nm$^2$. The ratio is $-3$, as expected from $k(k-k_c)$, whose values are $-0.25k_c^2$ and $0.75k_c^2$. The zero of this numerical energy lies at 0.0597 nm$^{-1}$.

For the rate I assume $D_s=10^{-9}$ cm$^2$/s, which is an order of magnitude and not a measured value. With $\Omega=0.0231$ nm$^3$ this gives $B=7.04\times10^4$ nm$^4$/s, and

$$\frac1{s_{\max}}=\frac{256}{27\,(7.04\times10^4)(0.0597)^4}\ \mathrm{s}\approx11\ \mathrm{s}.$$

The fastest ripple has a wavelength of $105/0.75=140$ nm. A tenfold error in $D_s$ changes the time tenfold and leaves both wavelengths alone.

**Q.** But an apex is curved. You derived everything for a plane.

**A.** A sphere of radius $R$ shows the size of the error. Let its surface be $r=R+h$ with $h=aP_l(\cos\theta)$, where $P_l$ is a Legendre polynomial and $l\ge2$. The potential outside is

$$\phi=\frac{ER^2}{r}-ER+C\left(\frac Rr\right)^{l+1}P_l .$$

Setting it to zero on the surface gives $-Eh+CP_l=0$ at first order, so $CP_l=Eh$. The normal field is then

$$E_n=E\left(1-\frac{2h}{R}\right)+\frac{(l+1)Eh}{R}
=E\left[1+(l-1)\frac hR\right].$$

The first bracket is the radial weakening of the unperturbed field. For the curvature, the angular Laplacian gives $-l(l+1)h/R^2$, hence

$$\kappa=\frac2R-\frac{2h}{R^2}+\frac{l(l+1)h}{R^2}
=\frac2R+\frac{(l-1)(l+2)h}{R^2}.$$

Equating the varying parts of $\gamma\kappa$ and $\varepsilon_0E_n^2/2$,

$$\frac{\gamma(l-1)(l+2)}{R^2}=\frac{\varepsilon_0E^2(l-1)}{R}
\quad\Longrightarrow\quad l+2=k_cR .$$

As a test, the area and capacitance of a slightly elongated spheroid at fixed volume and charge put the $l=2$ threshold at $k_cR=4.00000$, in agreement.

For large $l$ the local wavenumber follows from $k^2R^2=l(l+1)\approx(l+\tfrac12)^2$, so $kR\approx l+\tfrac12=k_cR-\tfrac32$. The relative shift from the planar result is

$$\frac{k-k_c}{k_c}\approx-\frac{3}{2k_cR}=-\frac{1.5}{59.7}=-2.5\%.$$

This is a local estimate. A real apex joins a shank, and its field and curvature vary along the surface, so its overall shape also evolves. The ripple theory does not describe that evolution.

**Q.** Magnesium is a crystal. Is one number for $\gamma$ good enough?

**A.** That is the weaker assumption. Let $\gamma(\theta)$ depend on the surface tilt $\theta\approx h'$. To second order in slope,

$$\gamma(\theta)\sqrt{1+h'^2}\approx\gamma(0)+\gamma'(0)h'
+\frac12\left[\gamma(0)+\gamma''(0)\right]h'^2 .$$

The linear term averages to zero over a period. The coefficient that resists the ripple is therefore the stiffness $\gamma+\gamma''$, and it replaces $\gamma$ in $k_c$. Suppose, as a model,

$$\gamma(\theta)=\gamma\left[1+b(\cos6\theta-1)\right],\qquad
\gamma+\gamma''=\gamma(1-36b)\ \text{at}\ \theta=0 .$$

The factor 36 comes from differentiating $\cos6\theta$ twice. For $b=0.005$ the stiffness is $0.82\gamma$, and $k_c$ rises by $1/0.82-1=22\%$. A half-percent coefficient has moved the answer far more than the curvature did. At $b=1/36\approx2.8\%$ the stiffness of this model vanishes; beyond that the orientation is unstable even without a field, and the formula for $k_c$ no longer applies. A facet is worse: its surface energy has a cusp in $\theta$, $\gamma''$ does not exist there, and this expansion fails. The example therefore assumes a rough orientation.

**Q.** How close is all this to a real tip?

**A.** The field of 20 MV/cm is very high for broad electrodes but accessible at a sharp or blunt tip; it is about a tenth of the rough evaporation field, 200 MV/cm. Of the effects given a size here, anisotropy is the largest, with the 22% shift above for the assumed $b$; I do not know $b$ for a particular magnesium surface. An oxide layer would change both $\gamma$ and $D_s$, by amounts not estimated here. Plastic flow of the warm metal under the field's pull, about 18 MPa, is not estimated either and could matter in a soft metal such as magnesium. The effects listed here are smaller than the anisotropy shift for these inputs:

- **Residual stress.** At an assumed 0.1 GPa, with a rough Young modulus of 45 GPa, the elastic energy density is 0.6% of the field pressure. This compares magnitudes and is not itself the shift of $k_c$. Elastic relaxation of the rippled surface under this stress and the field's pull, with a Poisson ratio near 0.29, raises $k_c$ by roughly 1 to 2%.
- **Screening.** The field enters the metal over a Thomas-Fermi length of about 0.055 nm. Its product with $k_c$ is 0.3%, which again indicates a size, not a correction.
- **Gravity.** The ratio $\rho g/(\gamma k_c^2)$ is $8\times10^{-12}$. The lower limit $k_-$ is smaller than $k_c$ by this factor, so its wavelength far exceeds the apex.
- **Sublimation.** With a vapour pressure of a few times $10^{-11}$ Torr, the surface recedes by a few times $10^{-5}$ nm in one growth time.

**Q.** The force does not depend on the sign of $E$. May I simply reverse the voltage?

**A.** The neutral wavenumber stays the same in this model. On a real crystal it need not: the work function depends on tilt, and the surface charge times that variation adds to $\gamma(\theta)$ a term that changes sign with $E$. With the surface charge of the example, 0.11 $e$/nm$^2$, an assumed sixfold work-function variation of amplitude 0.05 eV would move $k_c$ by about 5%, in opposite directions for the two polarities. A negative tip can also emit electrons. With a rough work function of 3.7 eV, tunnelling through the image-rounded barrier of a flat surface has an exponent of about 18 and gives an estimated 3 A/cm$^2$. Growing crests raise the local field and hence this current. Heating by the current is outside the model, which is why the example uses a positive tip.

**Q.** When should I stop using the result even for a positive tip?

**A.** When $ka$ is no longer small. The formula gives the onset, not the final shape: as crests sharpen, the terms dropped at order $a^2$ come into play, and the local field may approach evaporation. The surface charge must also rearrange much faster than the ripple grows, or the surface is not an equipotential. Within those limits, the competition is between a field pressure and a surface energy, and $k_c$ is twice the mean field pressure divided by $\gamma$.

## Computed results

```
Applied field: 20.0 MV/cm
Surface energy, rough: 3.70 eV/nm^2
Temperature: 400 K
Apex radius: 1000 nm
Vacuum permittivity: 0.055263 e/(V nm)
Field pressure eps0 E^2/2: 0.11053 eV/nm^3
Neutral wavenumber: 0.059744 1/nm = 0.0059744 1/angstrom
Neutral wavelength: 105.17 nm = 1051.7 angstrom
Numerical k_c from pressure: 0.059744 1/nm
Numerical k_c from energy: 0.059744 1/nm
Test ripple amplitude: 1.00 nm
Crest field/E, numerical: 1.059692 (no unit)
Crest field/E, linear: 1.059744 (no unit)
Electrical plane height, numerical: 0.029846 nm
Electrical plane height, formula: 0.029872 nm
Energy changes below are for amplitude 0.2 nm
Energy change at 0.5 k_c: -3.3016e-05 eV/nm^2
Energy change at 1.5 k_c: 9.9048e-05 eV/nm^2
Atomic volume: 0.02306 nm^3
Surface diffusivity, assumed: 1.0e-09 cm^2/s
Capillary coefficient B: 7.0443e+04 nm^4/s
Fastest wavenumber/k_c: 0.7500 (no unit)
Fastest wavelength: 140.22 nm
Growth time at fastest ripple: 10.56 s
Sphere l=2 threshold k_c R: 4.00000 (no unit)
Apex curvature shift of k: -2.51 percent
Sixfold gamma coefficient, assumed: 0.50 percent
Stiffness/gamma: 0.8200 (no unit)
Anisotropy shift of k_c: 22.0 percent
Young modulus, rough: 45.0 GPa
Residual stress, assumed: 0.10 GPa
Elastic energy density: 6.935e-04 eV/nm^3
Elastic/field pressure: 0.63 percent
Thomas-Fermi length: 0.0551 nm
Screening measure k_c*length: 0.329 percent
Gravity/capillary term at k_c: 8.06e-12 (no unit)
Vapour pressure, rough: 3.0e-11 Torr
Sublimation in one growth time: 2.60e-05 nm
Evaporation field, rough: 200 MV/cm
Applied/evaporation field: 0.10 (no unit)
Work function, rough: 3.70 eV
Reverse-polarity tunnel exponent: 17.81 (no unit)
Reverse-polarity current estimate: 3.07e+00 A/cm^2
```
